\section*{Escape of a Vacancy-Interstitial Pair from Recombination in Three Dimensions}

\section{What scaling already fixes}

A displaced atom in an implanted crystal leaves a vacancy and an interstitial. Let them start a distance $r$ apart, diffuse with constants $D_i$ and $D_v$, and recombine when their separation first equals $R<r$. Let $h$ be the probability that they ever recombine. The medium is isotropic, so the direction of the initial separation is irrelevant.

Of the quantities $r,R,D_i,D_v$, the diffusion constants alone contain a time. No time limit is set, so they can enter $h$ through $D_i/D_v$ at most. At a fixed value of this ratio, $h=h(r/R)$.

A second property of diffusion fixes the form of this function. A continuous path from $r$ to $R$ must pass through every intermediate distance $b$. Diffusion has no memory, so on reaching $b$ the pair starts afresh:
\begin{equation}
h\!\left(\frac rR\right)=h\!\left(\frac rb\right)h\!\left(\frac bR\right),
\qquad\text{or}\qquad h(xy)=h(x)h(y)\quad (x,y\ge1).
\end{equation}
Since $h\le1$, this gives $h(xy)\le h(y)$, so $h$ does not increase with distance. If $h$ is positive, $\ln h$ is a monotonic function that turns products into sums. It is therefore proportional to the logarithm, and
\begin{equation}
h=\left(\frac Rr\right)^{\alpha},\qquad \alpha\ge0 .
\end{equation}
Scaling leaves the exponent open. The value $\alpha=0$ would mean certain recombination. The dynamics in three dimensions gives $\alpha=1$, independent of $D_i/D_v$.

\section{Theorem and assumptions}

The assumptions are these.
\begin{enumerate}
\item The defects make independent, isotropic Brownian motions in unbounded three-dimensional space, with $D=D_i+D_v>0$.
\item No force acts between them while they are apart.
\item They recombine at the first contact at separation $R$.
\item There are no other defects, surfaces or sinks.
\end{enumerate}

\paragraph{Theorem.} Under these assumptions the probability that the pair never recombines is
\begin{equation}
p(r)=1-\frac Rr ,\qquad r\ge R. \label{main}
\end{equation}

The proof follows the separation until it reaches either $R$ or a larger distance $L$, and then lets $L$ grow.

\section{Three lemmas}

\paragraph{Lemma 1 (relative motion).} The separation $\mathbf s=\mathbf x_i-\mathbf x_v$ makes a Brownian motion with diffusion constant $D=D_i+D_v$.

\emph{Proof.} In a time $\tau$ the displacements $\boldsymbol\xi_i$ and $\boldsymbol\xi_v$ are independent Gaussian vectors of zero mean. Each component has variance $2D_i\tau$ or $2D_v\tau$. For $\boldsymbol\delta=\boldsymbol\xi_i-\boldsymbol\xi_v$,
\begin{align}
\langle\delta_a\delta_b\rangle
&=\langle\xi_{i,a}\xi_{i,b}\rangle+\langle\xi_{v,a}\xi_{v,b}\rangle
-\langle\xi_{i,a}\xi_{v,b}\rangle-\langle\xi_{v,a}\xi_{i,b}\rangle\nonumber\\
&=2D_i\tau\,\delta_{ab}+2D_v\tau\,\delta_{ab}-0-0=2D\tau\,\delta_{ab}. \label{var}
\end{align}
The cross terms vanish by independence. A difference of independent Gaussian vectors is Gaussian, and displacements in successive intervals are independent. $\square$

The two-body problem is now that of one walker outside a fixed absorbing sphere. An immobile vacancy is included as $D_v=0$.

\paragraph{Lemma 2 (mean change along the walk).} Let the walk start at $s=r$ in the shell $R<s<L$ and stop at the time $T$ when it first reaches either edge. For $f$ smooth on the closed shell,
\begin{equation}
\langle f(\mathbf s_{\min(t,T)})\rangle=f(r)+D\left\langle\int_0^{\min(t,T)}\nabla^2 f(\mathbf s_{t'})\,dt'\right\rangle. \label{dynkin}
\end{equation}

\emph{Proof.} Continue $f$ smoothly beyond the shell with bounded derivatives; the stopped walk never sees this continuation. Divide time into slices of length $\tau$. Taylor expansion gives
\begin{equation}
f(\mathbf s+\boldsymbol\delta)-f(\mathbf s)=\delta_a\partial_af+\tfrac12\delta_a\delta_b\,\partial_a\partial_bf+\text{third order}+\text{fourth order},
\end{equation}
with summation over repeated indices. The first- and third-order terms average to zero because $\boldsymbol\delta$ and $-\boldsymbol\delta$ are equally likely. By (\ref{var}) the second-order term averages to $D\tau\nabla^2f$, and the remainder is of order $\tau^2$.

Let the sliced walk stop at the end of the slice in which an edge is reached. Whether a slice is walked then depends on the past alone, and its displacement is independent of the past, so the averages just found apply to it. Adding $t/\tau$ slices leaves a total error of order $t\tau$, which vanishes as $\tau\to0$. In the same limit the stopping time tends to $T$ and, because the path is continuous, the stopping point tends to the edge. $\square$

For a function of distance, $\partial_as=s_a/s$, so $\partial_af=f's_a/s$ and
\begin{equation}
\nabla^2f=f''\frac{s_as_a}{s^2}+f'\left(\frac3s-\frac{s_as_a}{s^3}\right)=f''+\frac2sf'. \label{lap}
\end{equation}

\paragraph{Lemma 3 (the walk leaves the shell).} The time $T$ is finite with probability one. If $p_L$ is the probability that $L$ is reached before $R$, then
\begin{equation}
\langle T\rangle=\frac{R^2(1-p_L)+L^2p_L-r^2}{6D}. \label{time}
\end{equation}

\emph{Proof.} Take $f=s^2$. Equation (\ref{lap}) gives $\nabla^2f=2+4=6$, and (\ref{dynkin}) becomes
\begin{equation}
6D\,\langle\min(t,T)\rangle=\langle s^2_{\min(t,T)}\rangle-r^2\le L^2-r^2 .
\end{equation}
The bound does not depend on $t$. Hence $\langle T\rangle$ is finite, and a walk that never left would contradict this unless it had probability zero. As $t\to\infty$, $s^2$ ends as $R^2$ with probability $1-p_L$ and as $L^2$ with probability $p_L$, which gives (\ref{time}). $\square$

\section{Proof of the theorem}

Take $f=1/s$, which is smooth in the shell. Then
\begin{equation}
\nabla^2\frac1s=\frac{2}{s^3}+\frac2s\left(-\frac1{s^2}\right)=0 .
\end{equation}
By Lemma 2 the mean of $1/s$ keeps its initial value $1/r$. By Lemma 3 the walk surely ends at one of the edges, so
\begin{equation}
\frac1r=\frac{1-p_L}{R}+\frac{p_L}{L}. \label{balance}
\end{equation}
Collecting the terms in $p_L$,
\begin{align}
p_L\left(\frac1R-\frac1L\right)&=\frac1R-\frac1r,\nonumber\\
p_L&=\frac{1/R-1/r}{1/R-1/L}=\frac{1-R/r}{1-R/L}. \label{pl}
\end{align}
The last form follows on multiplying numerator and denominator by $R$.

It remains to connect $p_L$ with escape. Let $L$ run through the integers, in any unit of length, that exceed $r$. A pair that never touches $R$ must leave every shell through its outer edge, by Lemma 3. Conversely, suppose every $L$ is reached before $R$. Then $R$ is never reached, because a continuous path that reached it at a finite time would have covered a bounded distance by then. Apart from paths of zero probability, escape is therefore the common part of the events ``$L$ is reached before $R$''. Each of these events contains the next, so the probability of their common part is the limit of their probabilities:
\begin{equation}
p(r)=\lim_{L\to\infty}\frac{1-R/r}{1-R/L}=1-\frac Rr .\qquad\square
\end{equation}

\paragraph{Remark 1 (survivors separate).} Apply the theorem with start $L$ and absorbing radius $b<L$. The probability of ever returning from $L$ to $b$ is $b/L$, which tends to zero. Surviving pairs thus drift apart for good.

\paragraph{Remark 2 (near and far).} For $r=R+d$ with $d\ll R$, $p=d/(R+d)\approx d/R$: a pair created almost in contact nearly always recombines. Half the pairs escape from $r=2R$. Far away the recombination probability falls as $1/r$, not as the solid angle of the sphere, which falls as $1/r^2$.

\paragraph{Remark 3 (two dimensions).} If both defects are confined to a plane, the 3 in (\ref{lap}) becomes 2 and $\nabla^2f=f''+f'/s$. The function $\ln s$ now has zero Laplacian, and $\nabla^2s^2=4$ still ensures exit. The balance of means gives $p_L=\ln(r/R)/\ln(L/R)$, which tends to zero as $L\to\infty$. Escape in the sense of the theorem thus depends on the third dimension.

\paragraph{Remark 4 (a spread of distances).} If isolated pairs start with a distribution of $r$, their mean escape probability is $1-R\langle1/r\rangle$. With $R=0.5$ nm, half the pairs at 1 nm and half at 5 nm, it is $(0.50+0.90)/2=0.70$. Inserting the mean distance of 3 nm into (\ref{main}) would give $0.83$.

\section{When recombination happens}

\paragraph{Proposition.} The probability of recombination by time $t$ is
\begin{equation}
W(r,t)=\frac Rr\,\mathrm{erfc}(z),\qquad z=\frac{r-R}{\sqrt{4Dt}}. \label{w}
\end{equation}

\emph{Proof.} Put $w=rW=R\,\mathrm{erfc}(z)$. Since $w''=(W+rW')'=2W'+rW''$, equation (\ref{lap}) gives $\nabla^2W=w''/r$. With $d\,\mathrm{erfc}(z)/dz=-2e^{-z^2}/\sqrt\pi$, $\partial z/\partial t=-z/(2t)$ and $\partial z/\partial r=1/\sqrt{4Dt}$,
\begin{align}
\frac{\partial w}{\partial t}&=R\left(-\frac{2e^{-z^2}}{\sqrt\pi}\right)\left(-\frac z{2t}\right)=\frac{Rz\,e^{-z^2}}{\sqrt\pi\,t},\\
D\frac{\partial^2w}{\partial r^2}&=DR\,\frac{4z\,e^{-z^2}}{\sqrt\pi}\,\frac1{4Dt}=\frac{Rz\,e^{-z^2}}{\sqrt\pi\,t}.
\end{align}
Hence $\partial W/\partial t=D\nabla^2W$. Now follow $W(s_{t'},t-t')$ along a walk, where $t-t'$ is the time left. Its mean changes at the rate $\langle D\nabla^2W-\partial W/\partial t\rangle=0$. If the walk touches $R$ before $t$, the function ends at $W(R,\cdot)=1$. If it does not, the function ends at $W(s,0)=0$. The conserved mean is therefore the probability of touching $R$ by time $t$. $\square$

As $t\to\infty$, $z\to0$ and $W\to R/r$, which confirms the theorem by a second route. Using $\mathrm{erfc}(z)\approx1-2z/\sqrt\pi$,
\begin{equation}
W\approx\frac Rr\left[1-\frac{r-R}{\sqrt{\pi Dt}}\right]. \label{tail}
\end{equation}
The approach is slow, as $t^{-1/2}$: some pairs wander far before they return.

\section{A pair with opposite charges}

The second assumption fails when the defects carry charges $+e$ and $-e$ in a medium of permittivity $\varepsilon$. In Gaussian units the attraction, taken as unscreened, is $e^2/(\varepsilon s^2)$. By the Einstein relation each defect drifts with mobility $D_i/kT$ or $D_v/kT$. The forces are opposite, so the drift speeds add and reduce $s$ at the rate
\begin{equation}
\frac{D_i+D_v}{kT}\,\frac{e^2}{\varepsilon s^2}=\frac{D\rho}{s^2},\qquad \rho=\frac{e^2}{\varepsilon kT}.
\end{equation}
The first-order Taylor term in Lemma 2 no longer vanishes. The mean rate of change of a function $f(s)$ becomes
\begin{equation}
D\left[f''+\left(\frac2s-\frac{\rho}{s^2}\right)f'\right]. \label{gen}
\end{equation}
For zero rate, $f''/f'=-2/s+\rho/s^2$. Integration gives $\ln f'=-2\ln s-\rho/s$ plus a constant, so $f'\propto s^{-2}e^{-\rho/s}$ and one may take $f=e^{-\rho/s}$.

Exit from the shell is still certain. For $f=e^{\kappa s}$ with $\kappa=\rho/R^2$, the rate (\ref{gen}) is $D\kappa e^{\kappa s}(\kappa+2/s-\rho/s^2)\ge 2D\kappa e^{\kappa R}/L>0$, while $f$ stays bounded, so the mean exit time is finite. The conserved mean is then
\begin{equation}
e^{-\rho/r}=(1-p_L)e^{-\rho/R}+p_Le^{-\rho/L},
\end{equation}
and $L\to\infty$ gives
\begin{equation}
p=\frac{e^{-\rho/r}-e^{-\rho/R}}{1-e^{-\rho/R}}. \label{coul}
\end{equation}
For $\rho\ll R$ the numerator is $\rho(1/R-1/r)$ and the denominator $\rho/R$, which restores $1-R/r$. For $\rho\gg R$ and $r$ well beyond $R$, $p\approx e^{-\rho/r}$: the charge, not the contact radius, then decides the outcome.

\section{A Frenkel pair in annealed silicon}

Take $R=0.5$ nm, $r=2$ nm and $T=900$ K, with $D_i=2\times10^{-6}$ and $D_v=1\times10^{-6}$ cm$^2$/s. Then
\begin{equation}
p=1-\frac{0.5}{2}=0.75,\qquad D=3\times10^{-6}\ \mathrm{cm^2/s}=0.30\ \mathrm{nm^2/ns}.
\end{equation}
One pair in four recombines. By (\ref{tail}), 90\% of this eventual recombination is done when $(r-R)/\sqrt{\pi Dt}=0.1$, or
\begin{equation}
t\approx\frac{(1.5\ \mathrm{nm})^2}{0.01\,\pi\,(0.30\ \mathrm{nm^2/ns})}\approx239\ \mathrm{ns}.
\end{equation}
The full function (\ref{w}) gives 237 ns. By then the free root-mean-square diffusion distance $\sqrt{6Dt}$ is about 21 nm, ten times the initial separation.

In a simulation of 40\,000 pairs, with both defects moved separately, the fraction recombined was 0.0954 after 5 ns and 0.1644 after 20 ns. Equation (\ref{w}) gives 0.0966 and 0.1663. The standard errors expected of the simulated fractions, for this number of pairs, are 0.0015 and 0.0019. The agreement tests the addition of $D_i$ and $D_v$ as well as the time law. The numerical output follows this text.

\paragraph{Other defects.} At a density $n=10^{18}$ cm$^{-3}$ a typical neighbour lies at $L=(3/4\pi n)^{1/3}=6.2$ nm. Equation (\ref{pl}) gives
\begin{equation}
p_L=\frac{0.75}{1-0.5/6.2}\approx0.816,
\end{equation}
and (\ref{time}) gives a mean exit time of about 15 ns. A random walk with fixed jump length, extrapolated to zero jump length, reproduces both values. Of all pairs, about 18\% recombine before reaching the neighbour distance. A further 7\% would return and recombine in an empty medium. Here some of them meet another defect first, but others still return, since passing the neighbour distance is not the same as meeting a neighbour. The slow tail of (\ref{w}) is thus the part most exposed to other defects. Reaching $L$ is also not survival of the whole anneal, since a foreign partner can annihilate either defect.

\paragraph{Finite jumps.} Let the separation change by jumps of fixed length $a<R$ in random directions. The new distance $s'$ has density $s'/(2sa)$ between $s-a$ and $s+a$, so
\begin{equation}
\left\langle\frac1{s'}\right\rangle=\int_{s-a}^{s+a}\frac{1}{s'}\,\frac{s'}{2sa}\,ds'=\frac{2a}{2sa}=\frac1s .
\end{equation}
The mean of $1/s$ is still conserved, but recombining pairs now land inside $R$, where $1/s>1/R$. Fewer of them are needed to balance (\ref{balance}), so escape is more likely. For $a=0.24$ nm, with the outer distance held at 100 nm, the probability of getting away rises from 0.754 to 0.789.

If a jump into the capture sphere must also cross a 0.1 eV barrier, it succeeds with probability 0.275. A refused pair stays outside and has a further chance to leave. With jump length and outer distance unchanged, the result is 0.879.

\paragraph{Charge.} For $\varepsilon=11.7$, $\rho=1.59$ nm, three times $R$. Equation (\ref{coul}) gives
\begin{equation}
p=\frac{e^{-1.587/2}-e^{-1.587/0.5}}{1-e^{-1.587/0.5}}\approx\frac{0.452-0.042}{0.958}\approx0.43
\end{equation}
instead of 0.75. This is the largest of the changes sized here. Screening by mobile carriers would weaken it: a Debye-screened potential gives about 0.44 for intrinsic silicon at 900 K and about 0.50 at $10^{19}$ carriers per cm$^3$. Equation (\ref{coul}) also assumes that both defects keep single opposite charges throughout. At 900 K intrinsic silicon holds roughly $4\times10^{17}$ carriers of each sign per cm$^3$, and a capture cross-section near $10^{-15}$ cm$^2$ would then change a charge state in about 0.1 ns, faster than the pair diffuses together. The value 0.43 therefore describes fixed unit charges and is not a prediction for real defects. The bulk permittivity is also only a rough guide at such short distances and at 900 K: values of 10 and 13 would give $p\approx0.38$ and $0.46$.

\paragraph{Comparison with real silicon.} The lengths are rough values for the regime, not properties established here. The barrier of 0.1 eV is only illustrative, and the outcome depends strongly on it: the chance of success per attempt falls exponentially with the barrier, so in this jump model a barrier of a few tenths of an eV would let nearly every pair starting at 2 nm escape. The diffusion constants are round numbers; real ones are uncertain by orders of magnitude. They rescale all times as $1/D$ but leave $p$ unchanged. For the neutral pair, an error of 0.1 nm in $R$ shifts $p$ by 0.05 at $r=2$ nm. Real defects hop between lattice sites, may be charged, and also interact elastically; the elastic part is represented here by the choice of $R$ alone. A single effective radius can stand for an isotropic attraction of finite range when the pair starts outside that range. For an attraction with a tail, such as one falling as $1/s^3$, this description is only approached as the starting distance grows. For starts within about one jump length of $R$, such as 0.6 nm, the continuous-diffusion value of 0.17 should not be trusted. The picture of an isolated pair also requires $L\gg r$, that is $n\ll3/(4\pi r^3)\approx3\times10^{19}$ cm$^{-3}$ for $r=2$ nm. The isolated limit is approached slowly. In a mean-field estimate, where foreign partners remove the pair at the rate $4\pi RDn$, the chance of recombining with the original partner is $(R/r)\exp[-(r-R)\sqrt{4\pi Rn}\,]$. This is 0.222 instead of 0.25 at $10^{18}$ cm$^{-3}$, and the loss falls to about 1\% only near $10^{16}$ cm$^{-3}$. In a dense part of a cascade the nearest partner need not be the original one, and (\ref{main}) no longer describes the fate of the pair.

\section*{Computed values}
\begin{verbatim}
INPUTS (rough values, silicon anneal)
recombination radius R = 0.50 nm
starting distance r = 2.00 nm
temperature = 900 K
relative permittivity = 11.7
jump length = 0.24 nm
interstitial D_i = 2.0e-06 cm2/s
vacancy D_v = 1.0e-06 cm2/s
sum D = 3.0e-06 cm2/s = 0.30 nm2/ns
MAIN RESULT
escape probability from 0.6 nm = 0.1667
escape probability from 1.0 nm = 0.5000
escape probability from 2.0 nm = 0.7500
escape probability from 5.0 nm = 0.9000
escape probability from 10.0 nm = 0.9500
recombination probability from r = 0.2500
time for 90% of eventual recombination = 237 ns
free rms diffusion distance by then = 20.7 nm
TWO DEFECTS SIMULATED SEPARATELY
number of pairs = 40000
recombined by 5 ns: simulated 0.0954, formula 0.0966, std error 0.0015
recombined by 20 ns: simulated 0.1644, formula 0.1663, std error 0.0019
JUMP CHAIN, JUMP LENGTH TO ZERO
jump lengths used = 0.030 and 0.015 nm
outer distance L = 6.20 nm
reach L before R: chain 0.8157, formula 0.8157
mean exit time: chain 15.26 ns, formula 15.24 ns
error ratio on halving the jump = 2.00
L = 100 nm: chain 0.7538, formula 0.7538
NEGLECTED EFFECTS, STARTING AT r
Coulomb length e^2/(eps k T) = 1.587 nm
escape if oppositely charged, unscreened = 0.4284
density of other defects = 1e+18 cm-3
typical neighbour distance = 6.20 nm
reach neighbour distance before R = 0.8157
next three: reach 100 nm before recombination
  continuous diffusion = 0.7538
  jumps of 0.24 nm = 0.7892
  same jumps, 0.1 eV barrier = 0.8794
success chance per attempt over barrier = 0.275
\end{verbatim}
